# Why a Slightly Conducting Matrix Helps Pole Ferroelectric Spheres

**Question.** Ferroelectric ceramic spheres are embedded, out of contact with one another, in an insulating polymer. A steady voltage meant to pole them often leaves them almost unpoled. Why does it help to make the polymer slightly conducting, when one might expect a conductor to weaken the field?

**Answer.**

**What happens at the surface of a sphere**

Just after the voltage is switched on, no charge has had time to move through the materials. The field is then divided as in a capacitor, by permittivity. The ceramic has a much larger permittivity than the polymer, so its surface polarization charge cancels most of the field inside it.

Later, conduction matters. Let the applied field point upward. At the top of the sphere, current arrives through the ceramic and leaves through the polymer. If the polymer carries away more than the ceramic delivers, negative charge collects at the top and, by the same argument, positive charge at the bottom. The field of these charges points from bottom to top inside the sphere, so it adds to the applied field. Charge collects until the two conduction currents match. That balance contains conductivities and no permittivities.

The same charge has a second task. When the ferroelectric switches, its polarization $P$ puts positive bound charge at the top and negative bound charge at the bottom, which opposes the field inside. The negative free charge at the top must compensate it, and in this geometry it arrives by conduction. The matrix must therefore provide both a sufficient field and enough charge.

**The field equation**

Let the sphere have radius $a$, permittivity $\varepsilon_i$ and conductivity $\sigma_i$; the matrix has $\varepsilon_m$ and $\sigma_m$. These are absolute permittivities, and $\varepsilon_i$ excludes the switching polarization, which is counted in $P$. Both media are taken as ohmic and isotropic, and $P$, an average over many domains, is taken as uniform over the sphere and directed along the applied field. The fields vary slowly enough to derive from a potential.

Neighbours are included on average by placing each sphere in a concentric matrix shell of outer radius $R$, with $a^3/R^3=\phi$, the volume fraction of spheres. The potential on the outer surface is $-ER\cos\theta$, where $E$ is the mean applied field. The potential is

$$V_{\rm in}=-E_i r\cos\theta,\qquad V_{\rm out}=\left(-Ar+\frac{B}{r^2}\right)\cos\theta .$$

Continuity at $r=a$ gives $B=(A-E_i)a^3$. The outer condition gives $A-B/R^3=E$, that is $A-\phi(A-E_i)=E$, so

$$A=\frac{E-\phi E_i}{1-\phi}.$$

The radial field just outside the sphere is $-\partial V_{\rm out}/\partial r=(A+2B/a^3)\cos\theta$. At the top pole it is therefore

$$E_{\rm pole}=3A-2E_i=\frac{3E-3\phi E_i-2(1-\phi)E_i}{1-\phi}=\frac{3E-(2+\phi)E_i}{1-\phi}.$$

Free charge can accumulate at the interface, so the normal displacement may jump. The sum of conduction and displacement current may not:

$$\sigma_iE_i+\frac{d}{dt}(\varepsilon_iE_i+P)=\left(\sigma_m+\varepsilon_m\frac{d}{dt}\right)E_{\rm pole}.$$

All normal components vary as $\cos\theta$, so satisfying this at the pole satisfies it over the whole surface. Multiply by $1-\phi$, insert $E_{\rm pole}$, and move the terms in $E_i$ to the left:

$$K_\varepsilon\frac{dE_i}{dt}+K_\sigma E_i=3\sigma_mE+3\varepsilon_m\frac{dE}{dt}-(1-\phi)\frac{dP}{dt},$$

$$K_\varepsilon=(1-\phi)\varepsilon_i+(2+\phi)\varepsilon_m,\qquad K_\sigma=(1-\phi)\sigma_i+(2+\phi)\sigma_m .$$

The minus sign before $dP/dt$ expresses the opposing field of the new bound charge.

**Short and long times**

Switch $E$ on suddenly, from an uncharged state. Integrated over the vanishingly short step, the terms without a time derivative contribute nothing, and $P$ has not yet changed. What remains is $K_\varepsilon E_{\rm cap}=3\varepsilon_mE$. After a long time at constant $E$ and $P$, all derivatives vanish and $K_\sigma E_{\rm dc}=3\sigma_mE$. Hence

$$E_{\rm cap}=\frac{3\varepsilon_m}{K_\varepsilon}E,\qquad E_{\rm dc}=\frac{3\sigma_m}{K_\sigma}E .$$

Between these limits, with $P$ constant, $K_\varepsilon\,d(E_i-E_{\rm dc})/dt=-K_\sigma(E_i-E_{\rm dc})$, so

$$E_i(t)=E_{\rm dc}+(E_{\rm cap}-E_{\rm dc})e^{-t/\tau},\qquad \tau=\frac{K_\varepsilon}{K_\sigma}.$$

"Long" means several $\tau$. Permittivities still set the starting value and help set the waiting time, but they have dropped out of the final field.

For a single sphere, $\phi\to0$ and $E_{\rm dc}=3\sigma_mE/(\sigma_i+2\sigma_m)$. If the conductivities are equal, the final inner field is $E$, whatever the permittivities. If the matrix conducts far less than the sphere, the field is small, about $3(\sigma_m/\sigma_i)E$.

The field rises after switch-on if $E_{\rm dc}>E_{\rm cap}$. Cross-multiplying gives $\sigma_mK_\varepsilon>\varepsilon_mK_\sigma$. The terms in $\sigma_m\varepsilon_m$ cancel, leaving $\sigma_m/\varepsilon_m>\sigma_i/\varepsilon_i$. Below this threshold, conduction lowers the inner field.

**How slight is slight?**

Differentiating $\ln E_{\rm dc}=\ln(3\sigma_mE)-\ln K_\sigma$ gives

$$\frac{d\ln E_{\rm dc}}{d\ln\sigma_m}=1-\frac{(2+\phi)\sigma_m}{K_\sigma}=\frac{(1-\phi)\sigma_i}{K_\sigma}\le1 .$$

A conductivity increase of a few percent thus raises the field by at most about the same few percent. "Slightly" has to refer to the absolute conductivity: the matrix remains a good insulator, but its conductivity may have to rise by a large factor to become comparable with that of the ceramic.

Let $E_c$ be the coercive field. If the initial field is below it, $E_{\rm cap}<E_c$, switching requires $E_{\rm dc}>E_c$. From $3\sigma_mE>[(1-\phi)\sigma_i+(2+\phi)\sigma_m]E_c$,

$$\frac{\sigma_m}{\sigma_i}>\frac{(1-\phi)E_c}{3E-(2+\phi)E_c},$$

provided that $3E>(2+\phi)E_c$. If this proviso fails, no matrix conductivity suffices, because $E_{\rm dc}$ cannot exceed its limit for $\sigma_m\gg\sigma_i$, which is $3E/(2+\phi)$.

**Why poling takes longer than $\tau$**

Suppose that an unpoled sphere, with $P=0$, switches readily at a sharp $E_c$ until $P=P_s$, and that $E_{\rm cap}<E_c<E_{\rm dc}$. Setting $E_i(t)=E_c$ in the exponential gives the time to reach the coercive field:

$$t_1=\tau\ln\frac{E_{\rm dc}-E_{\rm cap}}{E_{\rm dc}-E_c}.$$

The inner field then stays close to $E_c$. If it rose above, $P$ would grow quickly and its bound charge would pull the field down; if it fell below, switching would stop and conduction would raise it again. With $E$ constant and $dE_i/dt=0$, the field equation becomes

$$(1-\phi)\frac{dP}{dt}=3\sigma_mE-K_\sigma E_c=K_\sigma(E_{\rm dc}-E_c),$$

where the last step uses $3\sigma_mE=K_\sigma E_{\rm dc}$. The right side is constant, so supplying the charge takes

$$t_2=\frac{(1-\phi)P_s}{K_\sigma(E_{\rm dc}-E_c)} .$$

The poling time is $t_1+t_2$. It diverges as $E_{\rm dc}$ approaches $E_c$ from above, because no surplus current is then left to feed $P$.

**Numbers for a ceramic in epoxy**

Take rough values for lead zirconate titanate spheres in epoxy, poled near 373 K: relative permittivities 1000 and 5, $\sigma_i=10^{-12}$ S/cm, $E_c=15$ kV/cm, $P_s=30$ µC/cm² and $\phi=0.10$. The applied field is 30 kV/cm, twice the coercive field.

In units of the vacuum permittivity, $K_\varepsilon=0.9\times1000+2.1\times5=910.5$. The initial inner field is therefore

$$E_{\rm cap}=\frac{3\times5}{910.5}\times30=0.494\ \text{kV/cm}.$$

With a plain matrix of $10^{-14}$ S/cm the final field is 0.98 kV/cm, still far below $E_c$. Waiting longer does not help.

Now raise $\sigma_m$ to $10^{-12}$ S/cm, holding everything else fixed. Then $K_\sigma=(0.9+2.1)\times10^{-12}=3\times10^{-12}$ S/cm, the final field is 30 kV/cm (3 MV/m), and $\tau=26.9$ s. The two stages take

$$t_1=26.9\ln\frac{30-0.494}{30-15}=18.2\ \text{s},$$

$$t_2=\frac{0.9\times30\times10^{-6}\ \text{C/cm}^2}{(3\times10^{-12}\ \text{S/cm})(15\times10^3\ \text{V/cm})}=600\ \text{s}.$$

The total is 618 s, about ten minutes. Nearly all of it is spent supplying charge, not building up the field.

For other matrix conductivities, at the same applied field:

| $\sigma_m$ (S/cm) | $E_{\rm dc}$ (kV/cm) | Poling time (s) | Leakage (nA/cm²) |
|---:|---:|---:|---:|
| $10^{-14}$ | 0.98 | never | 0.40 |
| $10^{-13}$ | 8.11 | never | 3.73 |
| $3\times10^{-13}$ | 17.65 | 6765 | 10.2 |
| $10^{-12}$ | 30.00 | 618 | 30.0 |
| $10^{-11}$ | 41.10 | 49 | 263 |

The critical ratio is $\sigma_m/\sigma_i=0.9\times15/(90-31.5)=0.231$, which separates the second row from the third. Just above it, poling is possible but slow.

The leakage column is the steady mean current density. The dipolar field averages to zero over the shell, so the mean matrix field is $A$ and

$$J=(1-\phi)\sigma_mA+\phi\sigma_iE_i=\sigma_m(E-\phi E_i)+\phi\sigma_iE_i .$$

From $10^{-12}$ to $10^{-11}$ S/cm the leakage grows almost ninefold, while the inner field rises from 30 to 41 kV/cm, close to its limit of 42.9 kV/cm. The remaining gain is mainly speed.

**Could a larger matrix permittivity do the job instead?**

Increase $\varepsilon_m$ tenfold in the plain matrix, with the conductivities fixed. The initial inner field rises to 4.48 kV/cm, but the final field is again 0.98 kV/cm. The early advantage leaks away.

Next consider no conduction at all. Integrating the field equation from the uncharged state gives

$$K_\varepsilon E_i=3\varepsilon_mE-(1-\phi)P .$$

With the original permittivities, reaching $E_i=E_c$ at $P=0$ takes an applied field of $K_\varepsilon E_c/(3\varepsilon_m)=910$ kV/cm. Completing the switching takes

$$E=\frac{K_\varepsilon E_c+(1-\phi)P_s}{3\varepsilon_m}=21.2\ \text{MV/cm}.$$

Both exceed a rough epoxy breakdown strength of 200 kV/cm, the second by about a factor of one hundred.

**What happens when the voltage is removed?**

If $P_s$ were left without compensating charge at zero applied field, the last relation would give an inner field of $-(1-\phi)P_s/K_\varepsilon=-335$ kV/cm. This is far beyond the coercive field, so the full polarization could not survive.

Conduction has prevented this. By Gauss's law, the free charge density at the top pole is $\varepsilon_mE_{\rm pole}-\varepsilon_iE_i-P$. In the fully relaxed state with $\sigma_m=10^{-12}$ S/cm, called the doped case below, its magnitude is 32.6 µC/cm², enough to compensate $P_s$ and to maintain the inner field.

Removing the voltage is a step of $-E$, which lowers the inner field by $E_{\rm cap}$, from 30 to 29.51 kV/cm. With $P$ constant, the field then decays exponentially to zero, passing 10.9 kV/cm after one $\tau$. It does not reverse, so in this model there is no field driving the sphere back. The model places the free charge exactly at the interface. If the charge is instead held a small distance $\delta$ outside it, in the matrix, a reverse field of about $P_s\delta/(\varepsilon_ma)$ is left once the matrix has relaxed. For $\delta=0.3$ nm and $a=5$ µm this is about 4 kV/cm, still below the coercive field, and conduction through the sphere removes it with a time constant of about two hours. The thin layer itself then carries about $P_s/\varepsilon_m\approx67$ MV/cm, or 2 V across 0.3 nm, far beyond bulk breakdown, so the bulk permittivity used here gives only a rough estimate.

**How far can the numbers be trusted?**

Composites of isolated ceramic particles in a polymer are known to be hard to pole, and conducting additives are used to ease the difficulty. The permittivities, coercive field and polarization above are ordinary for this class of material. The conductivities are much less certain, since they depend strongly on temperature, composition and moisture. The ten minutes are therefore an estimate for the chosen inputs, not a prediction for a particular product. In the doped case, a threefold larger $\sigma_i$ lengthens poling to 1527 s. A coercive field of 20 kV/cm instead of 15 gives 929 s. Real ceramics also switch over a range of fields, so the sharp end of poling is an idealization.

Real particles are not evenly spaced. During switching a neighbour has a dipolar field, which on its axis at distance $s$ is $2(A-E_c)(a/s)^3$. For a centre distance of $2.5a$ along the applied field, this point-dipole estimate raises the surplus charging current by about 13%, or 15 to 16% if the effect of the two spheres on each other is included. A neighbour at the same distance beside the sphere instead lowers the current, by about 6%. Touching particles need a fuller calculation.

In the concentric cell, the matrix is stressed most at the start, when the field at the pole is 98.8 kV/cm, about half the rough breakdown strength. In cubic lattices of the same volume fraction, with the field along a cube axis, it lies between about 97 and 105 kV/cm. During switching it is 65 kV/cm. Close neighbours raise the stress: for two spheres lined up along the field, the highest initial field in the gap is about 160 kV/cm at a centre distance of $2.5a$ and about 280 kV/cm at $2.2a$, which is above the rough breakdown strength. Such close pairs can therefore limit the voltage that a real composite withstands. For a sheet of thickness $d=1$ mm with thermal conductivity $k=0.3$ W/(m K) and faces at fixed temperature, steady Joule heating raises the centre by $JEd^2/(8k)\approx4\times10^{-4}$ K, which is negligible here.

Ohm's law is the more delicate assumption. If carriers hop $\lambda=2$ nm at a time, the field multiplies the conductivity by $\sinh x/x$, with $x=eE_{\rm pole}\lambda/(2k_BT)$; at the initial pole field of an evenly spaced sphere this adds just 1.6%, but at the 280 kV/cm found between close neighbours it adds about 13%. Carrier supply is more serious. Compensating one sphere means moving a charge $\pi a^2P_s$, and the matrix volume per sphere is $\tfrac43\pi a^3(1-\phi)/\phi$. Without resupply from the electrodes, the matrix must therefore contain a mobile carrier density well above

$$n=\frac{3\phi P_s}{4a(1-\phi)e},$$

which is $3\times10^{16}$ cm⁻³ for $a=5$ µm. The margin is needed because the sphere leaks part of the charge back and the matrix conductivity falls as carriers are used up. The two poles also need charge of opposite signs. If only one sign is mobile, one pole must rely on immobile charge left behind in the matrix, unless the interface itself supplies it. Even at ten times this density, that layer would be thick: $P_s/(10ne)\approx6$ µm if it were flat, and about 3.3 µm at the pole once its widening with radius is counted through $10ne\,[(a+w)^3-a^3]/3=P_sa^2$. The voltage across such a layer would be several kilovolts, against $Ea=15$ V, so it could not compensate the polarization effectively. If the conductivity comes from too few ions, and the electrodes do not replace them, the current fades before poling is complete. Added conductivity therefore helps under three conditions: it brings $\sigma_m/\sigma_i$ above the critical ratio, enough charge of both signs can collect at the interfaces, and the leakage remains tolerable.
